# Why aluminium absorbs near 1.5 eV: the parallel-band edge

**Question.** Aluminium is close to a free-electron metal, and a free-electron gas absorbs little light in the near infrared. Why does the metal nevertheless have an absorption band near 1.5 eV, and what fixes its energy, shape and strength?

## The mechanism

A free electron cannot absorb a photon by itself. The photon brings energy but almost no momentum, whereas a free electron needs more momentum to gain energy. The lattice can supply the difference, in units of $\hbar\mathbf G$, where $\mathbf G$ is a reciprocal lattice vector. It does so through the Fourier component $V$ of the potential that belongs to $\mathbf G$. In aluminium the relevant vectors are the six of type (200), with $G=4\pi/a$ for a cubic lattice constant $a$.

Consider independent electrons in a weak local potential. Near the Bragg plane that bisects $\mathbf G$, the plane waves $\mathbf k$ and $\mathbf k-\mathbf G$ have nearly equal energies, and $V$ mixes them strongly. Let the component of $\mathbf k$ along $\mathbf G$ be $G/2+q$, so that $q$ is the distance from the plane, and let $\mathbf k_t$ be the component parallel to the plane. Since $(\pm G/2+q)^2=G^2/4\pm Gq+q^2$, the two free energies are

$$E_0\pm\xi,\qquad E_0=T_0+\frac{\hbar^2(k_t^2+q^2)}{2m},\qquad \xi=\frac{\hbar^2Gq}{2m},$$

with $T_0=\hbar^2(G/2)^2/2m$. With the origin on an atom, inversion symmetry makes $V$ real, and

$$H=\begin{pmatrix}E_0+\xi&V\\V&E_0-\xi\end{pmatrix},\qquad E_\pm=E_0\pm\sqrt{\xi^2+V^2}.$$

The transverse energy sits in $E_0$, which is common to both bands. It cancels from the gap

$$W(q)=E_+-E_-=2\sqrt{\xi^2+V^2}.$$

In this two-wave model the bands are therefore parallel along the plane: each may rise by an electronvolt or more while their separation stays the same. On the plane itself the separation is $2|V|$, its smallest value.

This matters because of how many states share nearly the same gap. At an ordinary minimum in three dimensions the gap grows quadratically in all directions. The volume of $\mathbf k$ space with a gap below $W_0+\delta$ then grows as $\delta^{3/2}$, and the density of transitions, its derivative, starts as $\delta^{1/2}$. Here the gap grows in one direction only, $W\approx2|V|+\xi^2/|V|$. The volume grows as $\delta^{1/2}$ and the density as $\delta^{-1/2}$, which diverges at the edge.

## Which states take part

A transition needs a full lower state and an empty upper one. At zero temperature this means $E_-<E_F<E_+$. With

$$\eta=E_F-T_0-\frac{\hbar^2q^2}{2m},$$

the condition on the transverse energy is

$$\eta-\frac W2<\frac{\hbar^2k_t^2}{2m}<\eta+\frac W2 .$$

If $\eta>W/2$, this is a ring. Inside it both bands are full; outside it both are empty. A disc with $\hbar^2k_t^2/2m<X$ has area $2\pi mX/\hbar^2$, so the ring has area

$$\mathcal A=\frac{2\pi m}{\hbar^2}W,$$

independent of the Fermi energy. When $W/2>\eta$, the inner disc has vanished and the area is smaller. Both cases are covered by $\mathcal A=2\pi mWF/\hbar^2$, with

$$F(W)=\frac{\max(\eta+W/2,0)-\max(\eta-W/2,0)}{W}.$$

Here $q$ is the value belonging to $W$. From $\xi^2=W^2/4-V^2$ and the definitions of $\xi$ and $T_0$, it gives $\hbar^2q^2/2m=\xi^2/4T_0$.

## The matrix element

Write $\xi=\tfrac W2\cos\theta$ and $V=\tfrac W2\sin\theta$. The eigenvectors, in the basis $(\mathbf k,\mathbf k-\mathbf G)$, are

$$|+\rangle=\begin{pmatrix}\cos\frac\theta2\\ \sin\frac\theta2\end{pmatrix},\qquad |-\rangle=\begin{pmatrix}-\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.$$

The momentum along $\mathbf G$ is diagonal in plane waves, with values $\hbar(q\pm G/2)$. The terms in $q$ cancel by orthogonality, leaving

$$\langle+|p_G|-\rangle=-\hbar G\sin\tfrac\theta2\cos\tfrac\theta2=-\frac{\hbar G}{2}\sin\theta=-\frac{\hbar GV}{W}.$$

The momentum parallel to the plane is the same for both waves, so its matrix element vanishes. Light is absorbed through its field component along $\mathbf G$, and the coupling is largest at the edge, where $|p_G|=\hbar G/2$.

## The conductivity

For a field $\mathcal E\cos\omega t$ along the unit vector $\mathbf e$, the perturbation $(e/m)\mathbf A\cdot\mathbf p$ has an absorbing part of amplitude $e\mathcal E\,\mathbf e\cdot\mathbf p/2m\omega$. The golden rule gives each pair of states the rate

$$\frac{2\pi}{\hbar}\frac{e^2\mathcal E^2}{4m^2\omega^2}|\mathbf e\cdot\mathbf p_{+-}|^2\,\delta(E_+-E_--\hbar\omega).$$

Multiplying by $\hbar\omega$, summing over $\mathbf k$ and two spins, and equating the power density to $\tfrac12\sigma_1\mathcal E^2$ gives

$$\sigma_1=\frac{\pi e^2}{m^2\omega}\,2\int_{\rm ring}\frac{d^3k}{(2\pi)^3}|\mathbf e\cdot\mathbf p_{+-}|^2\,\delta(E_+-E_--\hbar\omega).$$

From here on $W=\hbar\omega$ is the photon energy. The transverse integral gives $\mathcal A$. For the integral over $q$,

$$\left|\frac{dW}{dq}\right|=\frac{4|\xi|}{W}\frac{\hbar^2G}{2m}=\frac{\hbar^2G}{mW}\sqrt{W^2-4V^2},$$

because $|\xi|=\tfrac12\sqrt{W^2-4V^2}$. The two roots $\pm q$ together contribute $2mW/(\hbar^2G\sqrt{W^2-4V^2})$.

The vectors $\mathbf G$ and $-\mathbf G$ describe the same pairs of waves, so the (200) family has three distinct members, along the cubic axes. Their factors $\cos^2$ of the angle to the field add to one. Hence

$$\sigma_1=\frac{e^2}{4\pi^2m^2\omega}\cdot\frac{\hbar^2G^2V^2}{W^2}\cdot\frac{2\pi mWF}{\hbar^2}\cdot\frac{2mW}{\hbar^2G\sqrt{W^2-4V^2}} .$$

The mass cancels, and with $\hbar\omega=W$,

$$\boxed{\sigma_1(W)=\frac{e^2G}{\pi\hbar}\,\frac{V^2F(W)}{W\sqrt{W^2-4V^2}}},\qquad W>2|V|.$$

Below the edge this family contributes nothing.

Two limits show its content. Just above the edge, with $W=2|V|+\delta$ and $F=1$, the root is $\sqrt{4|V|\delta}$, and

$$\sigma_1\approx\frac{e^2G}{4\pi\hbar}\sqrt{\frac{|V|}{\delta}}.$$

Far above it, while $F=1$ still holds, $\sigma_1\approx(e^2G/\pi\hbar)V^2/W^2$. This is the result of second-order perturbation theory, proportional to $V^2$. The strength gathered near the edge behaves differently. With $F=1$,

$$\int_{2|V|}^{W}\sigma_1\,dW'=\frac{e^2G|V|}{2\pi\hbar}\arccos\frac{2|V|}{W},$$

as differentiation confirms. At a fixed ratio $W/2|V|$ it is linear in $|V|$, because states at the plane are fully mixed however weak the potential.

## From an edge to a peak

Real transitions have a finite lifetime. Treat each transition energy $W_0$ as a damped oscillator of width $\Gamma$. For time dependence $e^{-i\omega t}$ the interband part of the dielectric function is

$$\varepsilon_{\rm inter}(W)=\frac2\pi\int dW_0\,\frac{W_0\,\varepsilon_2(W_0)}{W_0^2-W^2-iW\Gamma},\qquad \varepsilon_2=\frac{\hbar\sigma_1}{\varepsilon_0W_0}.$$

As $\Gamma\to0$, the imaginary part of the fraction $1/(W_0^2-W^2-iW\Gamma)$ tends to $\pi\delta(W_0-W)/2W_0$, which restores the undamped $\varepsilon_2$. A constant $\Gamma$ is a phenomenological choice. It makes the divergence finite, and because the strength lies on the upper side of the edge, the maximum falls slightly above $2|V|$.

## Numbers in the regime of aluminium

Take rough values: $a=0.405$ nm, three conduction electrons per atom, $|V_{200}|=0.75$ eV, $|V_{111}|=0.25$ eV (both components are taken positive in the 20-wave calculations below), $\Gamma=0.15$ eV for interband transitions and 0.10 eV for the Drude term. The edge is at

$$2|V_{200}|=1.50\ \text{eV},\quad\text{or }827\ \text{nm}.$$

Since $V_{200}$ is an input, this is not a prediction from first principles. What the model explains is the link between the two energies, and the shape and strength that follow.

The prefactor $e^2G/\pi\hbar$ is $2.404\times10^6$ S/m. At 1.6 eV the undamped formula gives

$$2.404\times10^6\times\frac{0.75^2}{1.6\sqrt{1.6^2-1.5^2}}=1.52\times10^6\ \text{S/m},$$

falling to $0.51\times10^6$ S/m at 2.0 eV and $0.17\times10^6$ S/m at 3.0 eV. The integrals over 1.5–1.7, 1.7–2.5 and 2.5–4.5 eV are 4.42, 3.94 and 2.74, in units of $10^5$ S eV/m. Thus 40% of the strength up to 4.5 eV lies in the first 0.2 eV.

These integrals were tested against direct sums over numerically diagonalized $2\times2$ Hamiltonians, with momentum elements taken from the eigenvectors. The two agree to about 1%, also between 5.5 and 6.8 eV, where $F<1$.

## Where the ring lies

With $E_F=11.65$ eV and $T_0=9.17$ eV, $\eta=2.48$ eV on the plane. The ring at the edge runs from transverse energy $2.48-0.75=1.73$ eV to $2.48+0.75=3.23$ eV. Its radii are 6.74 and 9.21 nm$^{-1}$. The square face of the Brillouin zone is only a part of the Bragg plane: its corners, the W points, are 7.76 nm$^{-1}$ from its centre X, and the middles of its sides are nearer by a factor $\sqrt2$. Only 3.5% of the ring lies inside the face. Over most of the face both bands are full, and the transition between them is blocked there.

The rest of the ring lies on the continuation of the Bragg plane and must be folded back. In units of $2\pi/a$, a ring point in the quadrant of positive $y$ and $z$ is $(1,y,z)$. Subtracting the reciprocal vector (1,1,1) gives $(0,y-1,z-1)$, on a plane through the zone centre Γ. On the diagonal $y=z$ the folded point is equivalent by cubic symmetry to $(c,c,0)$ on the line from Γ to K, which ends at $c=0.75$. The parallel bands there are the second and third.

A calculation with 20 plane waves, both $V_{111}$ and $V_{200}$ included, gives on this line:

| $c$ | Second band (eV) | Gap (eV) |
|---|---|---|
| 0.693 | 10.10 | 1.49 |
| 0.636 | 10.79 | 1.48 |
| 0.580 | 11.59 | 1.48 |

The band rises by 1.49 eV, while the gap changes by little more than 0.01 eV. With 45 or more waves the band energies fall by 0.02 to 0.03 eV, and the gaps keep the values shown. The three values of $c$ come from the free-electron ring; the Fermi energy of the 20-wave model is about 11.55 eV, so the last row lies just outside its range of allowed transitions. Moving the middle point by $0.05\times2\pi/a$ across the plane raises the gap to 2.36 eV; the two-wave formula gives 2.37 eV. On this line the bands are parallel along the plane and separate quickly across it. Nearer to W, where further waves mix in, they are less parallel: the gaps of the strong allowed transitions on the ring there spread over several tenths of an electronvolt to either side of 1.5 eV.

## Is $V_{200}$ really the cause?

The two-wave model ignores places where a third or fourth wave mixes in, notably near W. The 20-wave model includes them. Its conductivity, summed over sampled points of the whole zone with the same golden rule and damping, can be compared with the formula.

| Model | Peak (eV) | Height ($10^6$ S/m) |
|---|---|---|
| Two waves | 1.54 | 1.43 |
| 20 waves | 1.56 | 1.23 |

Doubling the number of $\mathbf k$ points to 20,000 moves the 20-wave peak by 0.01 eV and its height by 6%; going from 14 to 20 waves, at 10,000 points, moves them by 0.01 eV and 2%. These changes understate the error in the position, because few of the points fall in the thin layers beside the Bragg planes where the peak arises. With points concentrated there, the peak lies near 1.51 eV at almost the same height, and the conductivity at 1.5 eV is about 14% higher than the value quoted below. The 20-wave peak positions given here are thus uncertain by up to about 0.07 eV. With $V_{111}=0$, the mean conductivity between 1.2 and 3.0 eV is 0.94 of the two-wave value; with points concentrated near the Bragg planes it is 0.99, so most of the difference is sampling error.

With $V_{111}$, $a$ and the damping held fixed, setting $V_{200}=0$ lowers the conductivity at 1.5 eV from $1.07\times10^6$ to $0.09\times10^6$ S/m, a factor of more than ten. Changing $V_{200}$ from 0.60 to 1.00 eV moves the peak from 1.29 to 2.05 eV. This shift of 0.76 eV is close to the expected $2\times0.40=0.80$ eV, and the difference is sampling error: with points concentrated near the Bragg planes the peak moves from 1.22 to 2.02 eV, by 0.80 eV. The (200) component creates the peak and largely sets its energy.

## How strong is the absorption?

The electrons also respond within their bands, and a sum rule fixes how much. Second-order perturbation theory in a small change of $k_x$ gives, for band $n$,

$$\frac{m}{\hbar^2}\frac{\partial^2E_n}{\partial k_x^2}=1-\sum_{j\ne n}f_{jn},\qquad f_{jn}=\frac{2|p^x_{jn}|^2}{m(E_j-E_n)} .$$

Sum this over the occupied states. Pairs with both states occupied cancel, since $f_{jn}=-f_{nj}$. What remains of the $f$ terms is the interband strength $N_{\rm inter}$. On the left, integration by parts over the zone moves one derivative onto the occupation and leaves a Fermi-surface term, the Drude strength $N_D$. Per atom,

$$N_D+N_{\rm inter}=3,\qquad N_D=\Big\langle2\sum_n\delta(E_n-E_F)\,mv_x^2\Big\rangle,$$

where the brackets average over the zone and $v_x=\hbar^{-1}\partial E_n/\partial k_x$. The 20-wave model gives $N_{\rm inter}=0.91$ and, separately from the Fermi velocities, $N_D=2.06$. Their sum, 2.97, meets the rule to about 1%, which is also the sampling error: other sets of points give $N_D$ between 2.03 and 2.09. Denser sampling near the Bragg planes raises $N_{\rm inter}$ to about 0.93, which would lower the plasma energy given next by less than 0.1 eV. The value $3-0.91=2.09$ corresponds to a Drude plasma energy $W_p=13.2$ eV, and

$$\varepsilon=1-\frac{W_p^2}{W^2+iW\Gamma_D}+\varepsilon_{\rm inter}.$$

At normal incidence, with $\sqrt\varepsilon=n+i\kappa$, the absorptance of a thick sample is

$$A=1-\left|\frac{\sqrt\varepsilon-1}{\sqrt\varepsilon+1}\right|^2=\frac{4n}{(n+1)^2+\kappa^2}.$$

When $\varepsilon_1$ is large and negative and $\varepsilon_2$ is much smaller in size, $\kappa\approx|\varepsilon_1|^{1/2}$ and $n\approx\varepsilon_2/2\kappa$, so $A\approx2\varepsilon_2/|\varepsilon_1|^{3/2}$. At 1.5 eV the Drude term gives $\varepsilon_1\approx1-(13.2/1.5)^2\approx-76$ and $\varepsilon_2\approx5$. Alone, it would absorb about 1.5%. The interband conductivity of $1.07\times10^6$ S/m adds about 53 to $\varepsilon_2$. The total of 58 is no longer small beside 76, so the exact expression is needed: $\varepsilon\approx-76+58i$ gives $n\approx3.1$, $\kappa\approx9.3$ and $A\approx12\%$. The interband part of $\varepsilon_1$ is positive here; it makes $\varepsilon_1$ less negative and raises $A$ further. With it included, the absorptance has its maximum of 16% at 1.48 eV, where the same Drude term alone gives 1.5%. Denser sampling near the Bragg planes moves this maximum to about 17% at 1.45 eV.

The absorption is thus strong compared with the free-carrier background, by a factor of about ten. It is not strong in absolute terms: the model metal still reflects 84% of the light.

## The real metal

Clean aluminium does show a shallow dip in reflectance near 0.8 μm, with an absorptance of very roughly 13%. The model's 16% is of the right size, but it carries the sampling error given above and depends on the assumed damping: with denser sampling, interband widths of 0.10 and 0.25 eV give maxima of about 20% and 14%.

Temperature acts mainly through the lattice. Integrated over transverse energy, the difference of the Fermi functions of the two bands still equals $W$, apart from a term of order $e^{-\eta_0/kT}$, where $\eta_0=\eta-|V|$ on the plane. At 300 K, $\eta_0/kT=67$, so thermal smearing of the occupations leaves the edge unchanged. Vibrations, however, multiply the potential component by the average of $e^{-i\mathbf G\cdot\mathbf u}$ over the atomic displacement $\mathbf u$. For a Gaussian distribution this is $e^{-G^2\langle u_x^2\rangle/2}$. A Debye model with a rough Debye temperature of 400 K gives an rms displacement of 10.3 pm per axis, hence

$$\exp\left[-\tfrac12(31.03\times0.0103)^2\right]=0.95 .$$

If 0.75 eV refers to a rigid lattice, the edge moves down by 0.075 eV; if it was inferred at room temperature, the reduction is already included.

The model leaves out the nonlocality of the pseudopotential, local fields, and electron–electron interactions beyond the effective potential. Their effect on the peak has not been sized here. The explanation itself fails when $\Gamma$ becomes comparable with $2|V|$, since the edge is then washed out, or when $E_F$ lies below $T_0-|V|$, since no ring then exists at the edge energy. Further values are in the numerical output below.

## Table of computed values

```
lattice constant a = 0.405 nm; V200 = 0.75 eV; V111 = 0.25 eV
damping: interband 0.15 eV, Drude 0.10 eV
G(200) = 31.03 nm^-1; T0 = 9.170 eV
free-electron Fermi energy = 11.652 eV; E_F - T0 = 2.482 eV
edge 2|V200| = 1.50 eV = 827 nm
prefactor e^2 G/(pi hbar) = 2.4041e+06 S/m
undamped two-wave sigma1(1.6 eV) = 1.518e+06 S/m
undamped two-wave sigma1(2.0 eV) = 5.111e+05 S/m
undamped two-wave sigma1(3.0 eV) = 1.735e+05 S/m
integral 1.5-1.7 eV: direct 4.4490e+05, formula 4.4171e+05 S eV/m
integral 1.7-2.5 eV: direct 3.9005e+05, formula 3.9427e+05 S eV/m
integral 2.5-4.5 eV: direct 2.7461e+05, formula 2.7376e+05 S eV/m
integral 5.5-6.8 eV: direct 4.1939e+04, formula 4.2166e+04 S eV/m
ring radii at the edge = 6.74 and 9.21 nm^-1
distance X-W, face centre to corner = 7.76 nm^-1
fraction of ring inside the square face = 3.51 %
inner ring, folded k=(0.693,0.693,0) 2pi/a: E2 = 10.099 eV, gap = 1.493 eV
middle ring, folded k=(0.636,0.636,0) 2pi/a: E2 = 10.787 eV, gap = 1.483 eV
outer ring, folded k=(0.580,0.580,0) 2pi/a: E2 = 11.591 eV, gap = 1.479 eV
middle point moved 0.05 2pi/a across the plane: gap = 2.363 eV
  two-wave value there = 2.369 eV
damped two-wave peak = 1.54 eV, sigma1 = 1.428e+06 S/m
many-wave peak = 1.56 eV, sigma1 = 1.226e+06 S/m
many-wave Fermi energy = 11.551 eV
many-wave peak with V111 = 0: 1.59 eV
mean sigma1 1.2-3.0 eV, many-wave (V111=0) / two-wave = 0.936
sigma1 at 2|V200|: full 1.065e+06 S/m, V200=0 9.493e+04 S/m
peak for V200 = 0.60 eV: 1.29 eV; for 1.00 eV: 2.05 eV
peak shift, 10000 to 20000 k points = -0.01 eV
peak height change, same step = +6.4 %
peak shift, 14 to 20 plane waves = +0.01 eV
peak height change, same step = -2.2 %
interband strength = 0.907 electrons per atom
Drude strength from Fermi velocities = 2.059 electrons per atom
Drude strength from sum rule = 2.093 electrons per atom
Drude plasma energy = 13.18 eV
largest absorptance = 16.2 % at 1.48 eV
Drude term alone there = 1.5 %
kT at 300 K = 0.0259 eV; (E_F-T0-V200)/kT = 67
rms displacement per axis = 10.3 pm (Debye temperature 400 K)
vibrations: V200 factor = 0.950, edge shift = -0.075 eV
```
